# Flat-Band Capacitance of a Metal-Oxide-Semiconductor Capacitor: a numerical check

```python
"""Flat-band capacitance of a metal-oxide-semiconductor capacitor.

Result under test (per unit area, p-type body, thick compared with L_D):
    1/C_FB = t_ox/eps_ox + L_D/eps_s,   L_D = sqrt(eps_s*V_t/(q*N_A))
t_ox: oxide thickness; eps_ox, eps_s: permittivities of oxide and body;
V_t = kT/q: thermal voltage; N_A: acceptor density; L_D: Debye length.
For general bulk densities p0 (holes), n0 (electrons), N_A becomes p0+n0.
The independent road is a numerical solution of the nonlinear Poisson-
Boltzmann equation through oxide and body, with the capacitance taken
as the finite difference of gate charge with respect to gate voltage.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import e as q, k as k_B, epsilon_0
from scipy.linalg import solve_banded
from scipy.optimize import brentq

TEMPERATURE = 300.0
V_T = k_B * TEMPERATURE / q
REL_S, REL_OX = 12.0, 4.0
EPS_S, EPS_OX = REL_S * epsilon_0, REL_OX * epsilon_0
PHI_MS = -0.9                 # gate-body work-function difference, V
PER_CM3, PER_CM2, NM = 1e6, 1e4, 1e-9
TO_NF_CM2 = 1e5               # F/m^2 to nF/cm^2
N_I = 1e10 * PER_CM3          # intrinsic carrier density


def device(p0, n0, t_ox, fixed, depth):
    """Bulk densities, oxide thickness, fixed charges per area, body depth."""
    return dict(p0=p0, n0=n0, t_ox=t_ox, fixed=fixed, depth=depth)


def solve_stack(dev, gate_voltage, oxide_cells=10, body_cells=4000):
    """Nonlinear solution: body positions, body potential, gate charge."""
    h_ox = dev["t_ox"] / oxide_cells
    h_s = dev["depth"] / body_cells
    link = np.concatenate([np.full(oxide_cells, EPS_OX / h_ox),
                           np.full(body_cells, EPS_S / h_s)])
    volume = np.zeros(oxide_cells + body_cells - 1)
    volume[oxide_cells - 1] = h_s / 2
    volume[oxide_cells:] = h_s
    sheet = np.zeros_like(volume)
    sheet[oxide_cells - 1] = q * dev["fixed"]
    psi = np.zeros(oxide_cells + body_cells + 1)
    psi[0] = gate_voltage - PHI_MS
    for _ in range(100):
        u = psi[1:-1] / V_T
        charge = q * (dev["p0"] * np.expm1(-u) - dev["n0"] * np.expm1(u))
        slope = -q / V_T * (dev["p0"] * np.exp(-u) + dev["n0"] * np.exp(u))
        residual = (link[:-1] * (psi[:-2] - psi[1:-1])
                    + link[1:] * (psi[2:] - psi[1:-1])
                    + volume * charge + sheet)
        bands = np.zeros((3, volume.size))
        bands[0, 1:] = link[1:-1]
        bands[1] = -(link[:-1] + link[1:]) + volume * slope
        bands[2, :-1] = link[1:-1]
        step = solve_banded((1, 1), bands, -residual)
        psi[1:-1] += np.clip(step, -2 * V_T, 2 * V_T)
        if np.max(np.abs(step)) < 1e-10:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    gate_charge = EPS_OX * (psi[0] - psi[1]) / h_ox
    x = np.arange(body_cells + 1) * h_s
    return x, psi[oxide_cells:], gate_charge


def numerical_capacitance(dev, gate_voltage, dv=2e-4):
    upper = solve_stack(dev, gate_voltage + dv)[2]
    lower = solve_stack(dev, gate_voltage - dv)[2]
    return (upper - lower) / (2 * dv)


def debye_length(carriers):
    return np.sqrt(EPS_S * V_T / (q * carriers))


def series(c_a, c_b):
    return c_a * c_b / (c_a + c_b)


def flat_band_capacitance(carriers, t_ox):
    return series(EPS_OX / t_ox, EPS_S / debye_length(carriers))


def flat_band_voltage(dev):
    return PHI_MS - q * dev["fixed"] * dev["t_ox"] / EPS_OX


# Worked example
N_A = 1e16 * PER_CM3
T_OX = 10 * NM
FIXED = 1e11 * PER_CM2
minority = N_I**2 / N_A
main = device(N_A, minority, T_OX, FIXED, 1000 * NM)
L_D = debye_length(N_A)
C_OX, C_D = EPS_OX / T_OX, EPS_S / L_D
C_FB = flat_band_capacitance(N_A, T_OX)
V_FB = flat_band_voltage(main)

# Flat bands occur at the predicted voltage, with the predicted capacitance
c_numeric = numerical_capacitance(main, V_FB)
assert np.max(np.abs(solve_stack(main, V_FB)[1])) < 1e-9
assert abs(c_numeric / C_FB - 1) < 3e-5

# Other dopings, oxides, fixed charges, n-type, and equal carrier densities
n17, n15 = 1e17 * PER_CM3, 1e15 * PER_CM3
others = [
    device(N_A, minority, T_OX, 0.0, 1000 * NM),
    device(N_A, minority, 2 * NM, FIXED, 1000 * NM),
    device(N_A, minority, 100 * NM, FIXED, 1000 * NM),
    device(n17, N_I**2 / n17, 5 * NM, FIXED, 300 * NM),
    device(n15, N_I**2 / n15, 20 * NM, FIXED, 3000 * NM),
    device(minority, N_A, T_OX, FIXED, 1000 * NM),
    device(N_A, N_A, T_OX, FIXED, 1000 * NM),
]
for dev in others:
    predicted = flat_band_capacitance(dev["p0"] + dev["n0"], dev["t_ox"])
    found = numerical_capacitance(dev, flat_band_voltage(dev))
    assert abs(found / predicted - 1) < 3e-5

# Exponential decay of a small potential (even-order terms cancel)
dv_small = 1e-3
x, psi_up, _ = solve_stack(main, V_FB + dv_small)
psi_down = solve_stack(main, V_FB - dv_small)[1]
near = x < 3 * L_D
profile = (psi_up - psi_down)[near] / 2
expected = dv_small * C_FB / C_D * np.exp(-x[near] / L_D)
assert np.max(np.abs(profile / expected - 1)) < 2e-4

# Thin body with a grounded back contact
thin = device(N_A, minority, T_OX, FIXED, 50 * NM)
thin_factor = 1 / np.tanh(thin["depth"] / L_D)
c_thin = series(C_OX, C_D * thin_factor)
assert abs(numerical_capacitance(thin, V_FB) / c_thin - 1) < 3e-5

# First integral at finite band bending, on both sides of flat band
for offset in (-0.1, 0.1):
    _, psi, gate_charge = solve_stack(main, V_FB + offset)
    u_s = psi[0] / V_T
    body_charge = -(gate_charge + q * FIXED)
    integral = 2 * EPS_S * q * N_A * V_T * (np.exp(-u_s) + u_s - 1)
    assert abs(body_charge**2 / integral - 1) < 3e-4

# Slope of the capacitance-voltage curve at flat band
slope_formula = -C_FB**3 / (3 * C_D**2 * V_T)
dv_slope = 2e-3
slope_numeric = (numerical_capacitance(main, V_FB + dv_slope)
                 - numerical_capacitance(main, V_FB - dv_slope)) / (2 * dv_slope)
assert abs(slope_numeric / slope_formula - 1) < 5e-3


def read_voltage(target):
    """Gate voltage at which the simulated curve has the target value."""
    return brentq(lambda v: numerical_capacitance(main, v) - target,
                  V_FB - 0.1, V_FB + 0.1, xtol=1e-9)


# Flat-band voltage and fixed charge recovered from the simulated curve
v_read = read_voltage(C_FB)
fixed_read = C_OX * (PHI_MS - v_read) / q
assert abs(v_read - V_FB) < 1e-5
assert abs(fixed_read / FIXED - 1) < 1e-3


# Reading error caused by a wrong doping with the oxide capacitance known
def shift_formula(ratio):
    return -1.5 * C_D / C_FB * V_T * np.log(ratio)


def shift_numeric(ratio):
    return read_voltage(flat_band_capacitance(ratio * N_A, T_OX)) - v_read


assert abs(shift_numeric(1.01) / shift_formula(1.01) - 1) < 0.02
shift_10 = shift_numeric(1.1)

print(f"temperature: {TEMPERATURE:.0f} K")
print(f"thermal voltage: {V_T*1e3:.3f} mV")
print(f"relative permittivity, body: {REL_S:.0f}")
print(f"relative permittivity, oxide: {REL_OX:.0f}")
print(f"acceptor density: {N_A/PER_CM3:.1e} cm^-3")
print(f"intrinsic density: {N_I/PER_CM3:.1e} cm^-3")
print(f"bulk electron density: {minority/PER_CM3:.1e} cm^-3")
print(f"oxide thickness: {T_OX/NM:.1f} nm")
print(f"work-function difference: {PHI_MS:.3f} V")
print(f"fixed charge density: {FIXED/PER_CM2:.2e} cm^-2")
print(f"Debye length: {L_D/NM:.2f} nm")
print(f"oxide-equivalent of Debye length: {EPS_OX/EPS_S*L_D/NM:.2f} nm")
print(f"oxide capacitance: {C_OX*TO_NF_CM2:.2f} nF/cm^2")
print(f"Debye capacitance: {C_D*TO_NF_CM2:.2f} nF/cm^2")
print(f"flat-band capacitance, formula: {C_FB*TO_NF_CM2:.3f} nF/cm^2")
print(f"flat-band capacitance, nonlinear: {c_numeric*TO_NF_CM2:.3f} nF/cm^2")
print(f"relative difference of these two: {c_numeric/C_FB-1:.1e}")
print(f"C_FB/C_ox: {C_FB/C_OX:.4f}")
print(f"share of gate-voltage change in body: {C_FB/C_D:.4f}")
for thickness in (2 * NM, 100 * NM):
    value = flat_band_capacitance(N_A, thickness)
    print(f"C_FB, {thickness/NM:.0f} nm oxide: {value*TO_NF_CM2:.2f} nF/cm^2")
    print(f"C_FB/C_ox, {thickness/NM:.0f} nm oxide: "
          f"{value*thickness/EPS_OX:.4f}")
print(f"thin body depth: {thin['depth']/NM:.0f} nm")
print(f"thin-body factor coth(W/L_D): {thin_factor:.4f}")
print(f"thin-body flat-band capacitance: {c_thin*TO_NF_CM2:.2f} nF/cm^2")
print(f"flat-band voltage, formula: {V_FB:.5f} V")
print(f"flat-band voltage, read from curve: {v_read:.5f} V")
print(f"fixed charge density, recovered: {fixed_read/PER_CM2:.4e} cm^-2")
print(f"slope at flat band, formula: "
      f"{slope_formula*TO_NF_CM2*1e-3:.4f} nF/cm^2 per mV")
print(f"slope at flat band, nonlinear: "
      f"{slope_numeric*TO_NF_CM2*1e-3:.4f} nF/cm^2 per mV")
for offset in (-0.1, -0.05, 0.05, 0.1):
    value = numerical_capacitance(main, V_FB + offset)
    print(f"C at V_FB {offset*1e3:+.0f} mV: {value*TO_NF_CM2:.2f} nF/cm^2")
wrong = flat_band_capacitance(1.1 * N_A, T_OX)
print(f"C_FB for doping 10 % too high: {wrong*TO_NF_CM2:.3f} nF/cm^2")
print(f"resulting voltage error, formula: {shift_formula(1.1)*1e3:.2f} mV")
print(f"resulting voltage error, nonlinear: {shift_10*1e3:.2f} mV")
print("checks complete")
```

It prints:

```
temperature: 300 K
thermal voltage: 25.852 mV
relative permittivity, body: 12
relative permittivity, oxide: 4
acceptor density: 1.0e+16 cm^-3
intrinsic density: 1.0e+10 cm^-3
bulk electron density: 1.0e+04 cm^-3
oxide thickness: 10.0 nm
work-function difference: -0.900 V
fixed charge density: 1.00e+11 cm^-2
Debye length: 41.41 nm
oxide-equivalent of Debye length: 13.80 nm
oxide capacitance: 354.17 nF/cm^2
Debye capacitance: 256.61 nF/cm^2
flat-band capacitance, formula: 148.799 nF/cm^2
flat-band capacitance, nonlinear: 148.799 nF/cm^2
relative difference of these two: 2.7e-06
C_FB/C_ox: 0.4201
share of gate-voltage change in body: 0.5799
C_FB, 2 nm oxide: 224.13 nF/cm^2
C_FB/C_ox, 2 nm oxide: 0.1266
C_FB, 100 nm oxide: 31.12 nF/cm^2
C_FB/C_ox, 100 nm oxide: 0.8787
thin body depth: 50 nm
thin-body factor coth(W/L_D): 1.1962
thin-body flat-band capacitance: 164.44 nF/cm^2
flat-band voltage, formula: -0.94524 V
flat-band voltage, read from curve: -0.94524 V
fixed charge density, recovered: 9.9999e+10 cm^-2
slope at flat band, formula: -0.6451 nF/cm^2 per mV
slope at flat band, nonlinear: -0.6451 nF/cm^2 per mV
C at V_FB -100 mV: 211.97 nF/cm^2
C at V_FB -50 mV: 181.55 nF/cm^2
C at V_FB +50 mV: 118.83 nF/cm^2
C at V_FB +100 mV: 95.57 nF/cm^2
C_FB for doping 10 % too high: 152.925 nF/cm^2
resulting voltage error, formula: -6.37 mV
resulting voltage error, nonlinear: -6.36 mV
checks complete
```
